# Miniband Drift Velocity and Its Peak in the Esaki–Tsu Model, part 1

(Sections cited here and not found follow in the second part.)

## Cold carriers and the peak condition

### The physical situation

A semiconductor superlattice is biased along its growth axis, and carriers drift through its lowest miniband. At small bias a larger field gives a larger drift velocity, as in an ordinary conductor. The miniband is narrow, however. A carrier pushed for long enough in one direction climbs into the upper half of the band, where further pushing slows it down, and at the top of the band its velocity reverses. Collisions interrupt this motion and return the carrier to low energy. The drift velocity therefore depends on how far a carrier moves through the band between collisions, and at some field it stops rising and begins to fall. The task is to find that field and the velocity reached there.

The Esaki–Tsu model answers this with three ingredients: a cosine band, semiclassical acceleration by a uniform field, and one constant relaxation time. The first half of this appendix treats cold carriers, which restart from the bottom of the band after each collision. The second half treats thermal carriers and the changes that move the peak.

### Band, velocity and sign convention

Let \(z\) be the superlattice axis, \(d\) the period, \(k\) the wave number along \(z\), and \(\Delta\) the full width of the miniband. In the nearest-neighbour tight-binding approximation the energy, measured from the band bottom, is

\[
E(k)=\frac{\Delta}{2}\left(1-\cos kd\right),\qquad -\frac{\pi}{d}<k\le\frac{\pi}{d}.
\]

It runs from \(0\) at \(k=0\) to \(\Delta\) at the zone boundary. The group velocity is the derivative of the energy divided by \(\hbar\):

\[
v(k)=\frac{1}{\hbar}\frac{dE}{dk}=v_0\sin kd,\qquad v_0=\frac{\Delta d}{2\hbar}.
\]

The constant \(v_0\) is the largest velocity that a state in this band can have. It occurs at \(kd=\pi/2\), the inflection point of \(E(k)\).

Near the bottom, \(1-\cos kd\approx k^2d^2/2\), so \(E\approx\Delta d^2k^2/4\). Setting this equal to \(\hbar^2k^2/(2m^*)\) gives the band-bottom mass

\[
m^*=\frac{2\hbar^2}{\Delta d^2}.
\]

The elementary charge \(e\) is positive here, and \(F\) is defined so that the force on a carrier is \(eF\) along \(+z\). For holes the electric field vector then points along \(+z\). For electrons it points along \(-z\). With this convention a positive \(F\) gives a positive drift velocity for either carrier, and no further sign is needed. The electric current of electrons is opposite to their drift, and hence parallel to the field vector, as it must be.

### Motion between collisions

In a uniform field the semiclassical equation of motion is

\[
\hbar\frac{dk}{dt}=eF .
\]

It is consistent with energy conservation, because \(dE/dt=(dE/dk)(dk/dt)=\hbar v\,(eF/\hbar)=eFv\), which is the power delivered by the force. The phase \(\theta=kd\) advances uniformly:

\[
\theta(t)=\theta(0)+\omega_Bt,\qquad \omega_B=\frac{eFd}{\hbar}.
\]

The Bloch frequency \(\omega_B\) is an angular frequency, in radians per unit time. Replacing it by the number of cycles per unit time, \(\omega_B/2\pi\), would misplace the peak field by a factor of \(2\pi\).

States whose phases differ by \(2\pi\) are the same state, so without collisions the motion repeats after a time \(2\pi/\omega_B\). The displacement follows from \(eFv=dE/dt\):

\[
z(t)-z(0)=\frac{E(k(t))-E(k(0))}{eF}.
\]

The energy stays between \(0\) and \(\Delta\). The carrier therefore oscillates along a path of length \(\Delta/(eF)\) and has no mean drift. A steady current in this model needs both the field and the collisions.

This picture has a regime of validity. The miniband must be well defined in spite of the collisions, which requires \(\hbar/\tau\ll\Delta\), where \(\tau\) is the relaxation time introduced below. The energy drop per period should also be small, \(eFd\ll\Delta\), so that the Bloch path covers many periods. When the path shrinks to about one period, the states are localized by the field, and collisions between states of definite \(k\) are no longer a safe description. Finally, the field must not transfer carriers to a higher miniband. The model contains no higher band, so this last condition has to be checked separately for a given structure.

### The time since the last collision

Assume that each carrier collides with probability \(dt/\tau\) in a short time \(dt\), whatever its wave number, its history or the field. Let \(P(t)\) be the probability of surviving a time \(t\) without a collision. Then \(dP/dt=-P/\tau\) with \(P(0)=1\), so \(P(t)=e^{-t/\tau}\).

Now look at the carriers at one instant of the steady state. A carrier whose last collision lies between \(t\) and \(t+dt\) in the past must have collided in that interval, with probability \(dt/\tau\), and must have survived since, with probability \(e^{-t/\tau}\). The time since the last collision therefore has the density

\[
p(t)=\frac{1}{\tau}e^{-t/\tau},\qquad \int_0^\infty p(t)\,dt=1,
\qquad \int_0^\infty t\,p(t)\,dt=\tau .
\]

For cold carriers every collision resets the phase to \(\theta=0\). This is the limit in which the thermal energy is small compared with \(\Delta\) and the collisions remove all of the energy gained from the field. A carrier with elapsed time \(t\) then has velocity \(v_0\sin\omega_Bt\), and the drift velocity is the average

\[
v_d=\frac{1}{\tau}\int_0^\infty e^{-t/\tau}\,v_0\sin(\omega_Bt)\,dt .
\]

### Evaluating the average

Substitute \(s=t/\tau\) and define \(x=\omega_B\tau\). Since \(dt=\tau\,ds\), the prefactor \(1/\tau\) cancels:

\[
v_d=v_0J,\qquad J=\int_0^\infty e^{-s}\sin(xs)\,ds .
\]

Let \(K\) be the same integral with the cosine. Integrating \(J\) by parts, with \(-e^{-s}\) as the integral of \(e^{-s}\), gives

\[
J=\left[-e^{-s}\sin xs\right]_0^\infty+x\int_0^\infty e^{-s}\cos(xs)\,ds=xK .
\]

The boundary term vanishes at infinity because of the exponential, and at zero because of the sine. The same step for \(K\) gives

\[
K=\left[-e^{-s}\cos xs\right]_0^\infty-x\int_0^\infty e^{-s}\sin(xs)\,ds=1-xJ .
\]

Here the lower limit contributes \(-(-1)=1\). Inserting \(K\) into \(J=xK\) gives \(J=x-x^2J\), and hence

\[
J=\frac{x}{1+x^2},\qquad K=\frac{1}{1+x^2}.
\]

The drift velocity of cold carriers is

\[
v_d=\frac{\Delta d}{2\hbar}\,\frac{\omega_B\tau}{1+(\omega_B\tau)^2}.
\]

### The peak

At fixed \(\Delta\), \(d\) and \(\tau\), the variable \(x\) is proportional to \(F\), and the whole field dependence lies in \(g(x)=x/(1+x^2)\). Subtract it from one half:

\[
\frac12-g(x)=\frac{1+x^2-2x}{2(1+x^2)}=\frac{(1-x)^2}{2(1+x^2)}\ge0 .
\]

Equality holds at \(x=1\) and nowhere else. The drift velocity therefore has a single largest value, reached when

\[
\omega_B\tau=1,\qquad F_p=\frac{\hbar}{ed\tau},\qquad v_p=\frac{v_0}{2}=\frac{\Delta d}{4\hbar}.
\]

The peak field does not depend on the miniband width, and the peak velocity does not depend on the relaxation time.

The same conclusion holds if \(\tau\) is varied at fixed field, because \(v_0\) does not contain \(\tau\). Very frequent collisions stop a carrier before it gains speed. Very rare collisions leave it oscillating for long times, with little net displacement per unit time. The largest drift lies between these limits, at \(\tau=1/\omega_B\).

The identity above also shows how flat the maximum is. The velocity deficit relative to the peak is

\[
1-\frac{v_d}{v_p}=\frac{(1-x)^2}{1+x^2}.
\]

At \(x=0.5\) this is \(0.25/1.25=0.20\). A deficit of one per cent occurs at about \(|1-x|=0.14\). All fields within about fourteen per cent of \(F_p\) therefore give velocities within about one per cent of the peak, and a peak field read by eye from a measured curve is correspondingly uncertain. A fit to the whole curve uses the data better. Moreover \(g(1/x)=g(x)\), so fields a given factor below and above \(F_p\) give equal velocities.

### What the carriers do at the peak

The mean elapsed time is \(\tau\), so at the peak the mean phase advance since the last collision is one radian. This is well short of the \(2\pi\) of a full Bloch oscillation. The peak therefore does not show that carriers complete Bloch cycles.

The durations of the flights between collisions also follow an exponential law with mean \(\tau\). At \(x=1\) the fraction of flights whose phase advance exceeds \(\phi\) is \(e^{-\phi}\). For cold carriers, \(e^{-\pi/2}=0.208\) of the flights pass the inflection point, and \(e^{-\pi}=0.043\) reach the zone boundary. The velocity has stopped rising although about four flights in five end in the lower half of the band.

The full distribution of phases makes the decline at high field visible. The accumulated phase \(\phi=\omega_Bt\) has density \(e^{-\phi/x}/x\). Values that differ by \(2\pi\) describe the same state, so their contributions add as a geometric series. For \(0\le\theta<2\pi\),

\[
f(\theta)=\frac1x\sum_{n=0}^{\infty}e^{-(\theta+2\pi n)/x}
=\frac{e^{-\theta/x}}{x\left(1-e^{-2\pi/x}\right)} .
\]

At low field this is concentrated within about \(x\) of the band bottom. At high field the denominator tends to \(2\pi\) and the exponential to one, so the carriers spread evenly over the zone. States with positive and negative velocity are then almost equally occupied, and the drift disappears.

### The impulse form of the same average

The model is also written as an integral over velocity increments. Integrating the elapsed-time average by parts gives

\[
\frac1\tau\int_0^\infty e^{-t/\tau}v(t)\,dt
=v(0)+\int_0^\infty e^{-t/\tau}\frac{dv}{dt}\,dt .
\]

For a cold start \(v(0)=0\). By the chain rule,

\[
\frac{dv}{dt}=\frac{dv}{dk}\frac{dk}{dt}=\frac{eF}{\hbar^2}\frac{d^2E}{dk^2}=v_0\omega_B\cos\omega_Bt ,
\]

so the right-hand side is \(v_0\omega_B\tau K=v_0x/(1+x^2)\), as before. This form shows the role of the band curvature. A carrier is accelerated while \(d^2E/dk^2\) is positive and decelerated once it passes the inflection point. An implementation that starts carriers with a nonzero mean velocity must keep the term \(v(0)\).

### Limits and an energy argument

For \(x\ll1\) the velocity is \(v_0x\), and

\[
v_d\approx\frac{\Delta d}{2\hbar}\frac{eFd\tau}{\hbar}=\frac{e\tau}{m^*}F .
\]

This is the ordinary mobility of a carrier with the band-bottom mass. For \(x\gg1\),

\[
v_d\approx\frac{v_0}{x}=\frac{\Delta}{2eF\tau}.
\]

The fall as \(1/F\) has a direct energy explanation. A flight of duration \(T\) from the band bottom gains the energy \((\Delta/2)(1-\cos\omega_BT)\). Its average over the exponential distribution of durations is

\[
\frac{\Delta}{2}(1-K)=\frac{\Delta}{2}\frac{x^2}{1+x^2}.
\]

Dividing by the force \(eF\) gives the mean displacement per flight, and dividing by the mean duration \(\tau\) gives the drift velocity. Since \(\Delta/(2eF\tau)=v_0/x\), the result is again \(v_0x/(1+x^2)\). At high field the mean energy gained per flight saturates at \(\Delta/2\), whereas the energy gained per unit length keeps growing as \(eF\). The distance covered per flight must then shrink as \(1/F\).

### Numbers for a model superlattice

Take the round parameters \(\Delta=20\) meV, \(d=10\) nm and \(\tau=0.20\) ps. They describe no particular material. The band-bottom mass is \(0.076\,m_e\), with \(m_e\) the free-electron mass, and the largest band velocity is \(v_0=151.9\) km/s.

The collision energy is \(\hbar/\tau=3.291\) meV. At the peak the energy drop per period equals it, so

\[
F_p=\frac{3.291\ \text{mV}}{10\ \text{nm}}=0.329\ \text{MV/m}=3.29\ \text{kV/cm}.
\]

The cold peak velocity is \(v_0/2=76.0\) km/s, or \(7.60\times10^6\) cm/s.

The ratio \(\Delta/(\hbar/\tau)\) is \(6.1\), and the Bloch path at the peak is \(61\) nm long, about six periods. The semiclassical conditions are reasonably met there, though not by a wide margin. At \(x=5\) the energy drop per period is \(5\times3.291=16.5\) meV, close to the band width. Velocities computed so far above the peak illustrate the model and should not be used as predictions for a structure.

## Thermal carriers and shifts of the peak

### Symbols and results carried over

The miniband is \(E=(\Delta/2)(1-\cos\theta)\), with \(\theta=kd\), width \(\Delta\) and period \(d\). The velocity is \(v=v_0\sin\theta\), with \(v_0=\Delta d/(2\hbar)\), and the band-bottom mass is \(m^*=2\hbar^2/(\Delta d^2)\). The force \(eF\) points along \(+z\), the Bloch frequency is \(\omega_B=eFd/\hbar\), and \(x=\omega_B\tau\). Cold carriers with relaxation time \(\tau\) drift at \(v_0x/(1+x^2)\). The peak is at \(x=1\), where \(F_p=\hbar/(ed\tau)\) and the cold velocity is \(v_0/2\). The model superlattice has \(\Delta=20\) meV, \(d=10\) nm and \(\tau=0.20\) ps.

### The Boltzmann equation and its moments

Real carriers do not all restart from the band bottom. Let collisions return them at the rate \(1/\tau\) to an equilibrium distribution \(f_0(k)\) that is even in \(k\) and does not change with the field. In a uniform system the distribution \(f(k,t)\) obeys

\[
\frac{\partial f}{\partial t}+\frac{eF}{\hbar}\frac{\partial f}{\partial k}=-\frac{f-f_0}{\tau}.
\]

Both distributions are normalized to one over the Brillouin zone. This is consistent, because the field term integrates to zero for a periodic \(f\), and the collision term then conserves the number of carriers.

The drift velocity needs one average, \(S=\langle\sin\theta\rangle\). Its equation involves \(C=\langle\cos\theta\rangle\). Multiply the steady equation by \(\cos kd\) and integrate over the zone. The boundary term of the integration by parts vanishes by periodicity:

\[
\frac{eF}{\hbar}\int\cos(kd)\frac{\partial f}{\partial k}\,dk
=\frac{eF}{\hbar}\,d\int\sin(kd)\,f\,dk=\omega_BS .
\]

The right-hand side gives \(-(C-C_0)/\tau\), where \(C_0=\langle\cos\theta\rangle_0\) is the equilibrium average. Therefore \(C=C_0-xS\). Multiplication by \(\sin kd\) gives \(-\omega_BC\) on the left. On the right it gives \(-S/\tau\), because an even \(f_0\) has no sine average. Therefore \(S=xC\). Combining the two relations,

\[
S=x(C_0-xS)\quad\Longrightarrow\quad
S=\frac{C_0x}{1+x^2},\qquad C=\frac{C_0}{1+x^2},
\]

and the drift velocity is

\[
v_d=\frac{\Delta d}{2\hbar}\,C_0\,\frac{\omega_B\tau}{1+(\omega_B\tau)^2}.
\]

The equilibrium distribution enters through the single factor \(C_0\). It scales the velocity curve and leaves the peak at \(\omega_B\tau=1\), provided that \(C_0>0\) and that \(f_0\) stays fixed while the field is varied. If the device heats up as the bias rises, \(C_0\) and possibly \(\tau\) change along the curve, and the measured peak can move.

For a cosine miniband with one constant relaxation time, the drift velocity peaks at \(\omega_B\tau=1\), and a fixed thermal distribution only scales the curve by \(C_0\). It remains to evaluate \(C_0\), to examine stability and time-dependent fields, and to see how separate relaxation times or a different band shape move the peak.
